\section*{Orbital autocorrelation and momentum moments of the hydrogenic 1s state}

\section{A momentum measurement read in position space}

When a photon scatters from an atom with a large transfer of energy and momentum, the struck electron may be treated as free during the collision. In this impulse approximation the Doppler broadening of the scattered line measures the distribution of one component of the electron's initial momentum,
\begin{equation}
J(q)=\int\!\!\int n(p_x,p_y,q)\,dp_x\,dp_y ,
\end{equation}
where $n(\mathbf p)$ is the momentum density. Multiplying by $e^{iqz}$ and integrating over $q$ gives
\begin{equation}
\int J(q)e^{iqz}\,dq=\int n(\mathbf p)\,e^{i\mathbf p\cdot\mathbf r}\,d^3p,
\qquad \mathbf r=(0,0,z).
\end{equation}
The right-hand side is a function of a length. What does it say about the orbital, and which averages of the momentum can be read from its behaviour at small $r$?

Hartree atomic units are used throughout. The orbital $\psi$ is a normalized one-electron state, and
\begin{equation}
\phi(\mathbf p)=\frac{1}{(2\pi)^{3/2}}\int e^{-i\mathbf p\cdot\mathbf x}\psi(\mathbf x)\,d^3x,
\qquad n(\mathbf p)=|\phi(\mathbf p)|^2 .
\label{eq:convention}
\end{equation}
With this convention $\int n\,d^3p=1$.

\section{The transform is an overlap}

Define
\begin{equation}
B(\mathbf r)=\int n(\mathbf p)\,e^{i\mathbf p\cdot\mathbf r}\,d^3p .
\end{equation}
To find its meaning, take the transform of the displaced orbital $\psi(\mathbf x+\mathbf r)$ and substitute $\mathbf y=\mathbf x+\mathbf r$:
\begin{equation}
\frac{1}{(2\pi)^{3/2}}\int e^{-i\mathbf p\cdot\mathbf x}\psi(\mathbf x+\mathbf r)\,d^3x
=\frac{e^{i\mathbf p\cdot\mathbf r}}{(2\pi)^{3/2}}\int e^{-i\mathbf p\cdot\mathbf y}\psi(\mathbf y)\,d^3y
=e^{i\mathbf p\cdot\mathbf r}\phi(\mathbf p).
\end{equation}
Displacement multiplies $\phi$ by a phase. Parseval's theorem says that the scalar product of two functions equals that of their transforms. Applied to $\psi(\mathbf x)$ and $\psi(\mathbf x+\mathbf r)$, it gives
\begin{equation}
\boxed{\;B(\mathbf r)=\int\psi^*(\mathbf x)\,\psi(\mathbf x+\mathbf r)\,d^3x\;}
\label{eq:auto}
\end{equation}
with no further factor of $2\pi$. This is the autocorrelation of the orbital: its overlap with a displaced copy of itself. Since $n\geq0$ and $\int n\,d^3p=1$, we have $B(0)=1$ and $|B(\mathbf r)|\leq1$. Reversing the displacement gives $B(-\mathbf r)=B^*(\mathbf r)$. The sign therefore matters when $n(\mathbf p)$ and $n(-\mathbf p)$ differ, which is possible only for a complex orbital; a one-dimensional packet of this kind was used to test the sign.

The function $B$ must be distinguished from the ordinary form factor, the transform of the position density. Multiplication of $\psi$ by $e^{-i\mathbf q\cdot\mathbf x}$ turns $\phi(\mathbf p)$ into $\phi(\mathbf p+\mathbf q)$, so the same use of Parseval's theorem gives
\begin{equation}
F(\mathbf q)=\int|\psi(\mathbf x)|^2e^{-i\mathbf q\cdot\mathbf x}d^3x
=\int\phi^*(\mathbf p)\phi(\mathbf p+\mathbf q)\,d^3p .
\end{equation}
Thus $F$ is an autocorrelation in momentum space and $B$ is one in position space. For this reason $B$ is called the reciprocal form factor.

\section{The 1s overlap}

For a fixed point nucleus of charge $Z$, the nonrelativistic ground orbital is
\begin{equation}
\psi(r)=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr}.
\end{equation}
Let $r_a=|\mathbf x|$ and $r_b=|\mathbf x+\mathbf r|$. Then \eqref{eq:auto} is
\begin{equation}
B(r)=\frac{Z^3}{\pi}\int e^{-Z(r_a+r_b)}\,d^3x .
\end{equation}
The exponent suggests the two distances as coordinates. With the polar axis along $\mathbf r$,
\begin{equation}
r_b^2=r_a^2+r^2+2r_ar\cos\theta,
\qquad r_b\,dr_b=r_ar\,d(\cos\theta)\quad(r_a\text{ fixed}),
\end{equation}
and the volume element $r_a^2\,dr_a\,d(\cos\theta)\,d\varphi$ becomes $(r_ar_b/r)\,dr_a\,dr_b\,d\varphi$. Now set
\begin{equation}
r_a=\frac r2(\xi+\eta),\qquad r_b=\frac r2(\xi-\eta).
\end{equation}
The Jacobian has magnitude $r^2/2$, and $r_ar_b=r^2(\xi^2-\eta^2)/4$. Therefore
\begin{equation}
d^3x=\frac{r^3}{8}(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi .
\end{equation}
The triangle inequalities give the ranges $\xi\geq1$ and $-1\leq\eta\leq1$.

Write $s=Zr$. The azimuthal integral gives $2\pi$, so
\begin{align}
B&=\frac{s^3}{4}\int_1^\infty d\xi\,e^{-s\xi}\int_{-1}^{1}(\xi^2-\eta^2)\,d\eta\\
&=\frac{s^3}{2}\int_1^\infty e^{-s\xi}\left(\xi^2-\frac13\right)d\xi .
\end{align}
The two integrals needed are
\begin{equation}
\int_1^\infty e^{-s\xi}d\xi=\frac{e^{-s}}s,\qquad
\int_1^\infty\xi^2e^{-s\xi}d\xi=e^{-s}\left(\frac1s+\frac2{s^2}+\frac2{s^3}\right).
\end{equation}
Consequently
\begin{equation}
B=e^{-s}\left(\frac{s^2}{2}+s+1-\frac{s^2}{6}\right),
\end{equation}
that is,
\begin{equation}
\boxed{\;B(r)=e^{-s}\left(1+s+\frac{s^2}{3}\right),\qquad s=Zr.\;}
\label{eq:result}
\end{equation}
For hydrogen, $Z=1$ and $s=r$.

At large separation $B\simeq s^2e^{-s}/3$, which is larger than the factor $e^{-s}$ alone suggests. The integrand is close to its maximum where $r_a+r_b$ exceeds $r$ by no more than about $1/Z$. This region is a thin ellipsoid of length about $r$ and cross-section of order $r/Z$. Its volume grows as $r^2/Z$, which supplies the factor $s^2$. The leading form is approached slowly, because the full result is larger by the factor $1+3/s+3/s^2$.

\section{The momentum density}

The same function can be reached from the momentum side. For a spherical orbital the angular integral in \eqref{eq:convention} gives $4\pi\sin(pr)/(pr)$, so
\begin{equation}
\phi(p)=\sqrt{\frac2\pi}\,\frac1p\int_0^\infty r\,\psi(r)\sin(pr)\,dr .
\label{eq:sine}
\end{equation}
For the exponential,
\begin{equation}
\int_0^\infty re^{-Zr}\sin(pr)\,dr
=\operatorname{Im}\frac{1}{(Z-ip)^2}
=\operatorname{Im}\frac{(Z+ip)^2}{(p^2+Z^2)^2}
=\frac{2Zp}{(p^2+Z^2)^2}.
\end{equation}
Restoring the normalization gives
\begin{equation}
\phi(p)=\frac{2\sqrt2}{\pi}\frac{Z^{5/2}}{(p^2+Z^2)^2},
\qquad
I(p)=4\pi p^2n(p)=\frac{32Z^5}{\pi}\frac{p^2}{(p^2+Z^2)^4}.
\label{eq:I}
\end{equation}
Here $I(p)\,dp$ is the probability that the magnitude of the momentum lies between $p$ and $p+dp$. The angular average of $e^{i\mathbf p\cdot\mathbf r}$ is $\sin(pr)/(pr)$, and hence
\begin{equation}
B(r)=\int_0^\infty I(p)\,\frac{\sin(pr)}{pr}\,dp .
\label{eq:radial}
\end{equation}

\section{Moments from the expansion}

Expanding the sine under the integral suggests a series in even moments. Since $I(p)$ falls only as $p^{-6}$, the moments $\langle p^2\rangle$ and $\langle p^4\rangle$ are finite, but $\langle p^6\rangle$ is not. The expansion must therefore be justified term by term.

Start from $1-\cos x\geq0$ and integrate repeatedly from zero, for $x\geq0$. This gives in turn $\sin x\leq x$, $1-\cos x\leq x^2/2$, $x-\sin x\leq x^3/6$, and so on. Two further integrations, followed by division by $x$, give
\begin{equation}
0\leq\frac{\sin x}{x}-1+\frac{x^2}{6}\leq\frac{x^4}{120}.
\label{eq:bound}
\end{equation}
Put $x=pr$, multiply by $I(p)/r^4$ and integrate. The integrand is bounded by $p^4I(p)/120$, which is integrable, and tends to that same function as $r\to0$. Dominated convergence then gives
\begin{equation}
B(r)=1-\frac{\langle p^2\rangle}{6}r^2+\frac{\langle p^4\rangle}{120}r^4+o(r^4).
\label{eq:moments}
\end{equation}

Now expand \eqref{eq:result}. For $k\geq2$ the coefficient of $s^k$ is
\begin{align}
b_k&=(-1)^k\left[\frac1{k!}-\frac1{(k-1)!}+\frac1{3(k-2)!}\right]\\
&=(-1)^k\,\frac{3-3k+k(k-1)}{3\,k!}
=(-1)^k\,\frac{(k-1)(k-3)}{3\,k!}.
\end{align}
The last form also gives the correct values $b_0=1$ and $b_1=0$. Thus
\begin{equation}
B=1-\frac{s^2}{6}+\frac{s^4}{24}-\frac{s^5}{45}+\frac{s^6}{144}-\frac{s^7}{630}+\cdots .
\label{eq:series}
\end{equation}
Comparison with \eqref{eq:moments} yields
\begin{equation}
\boxed{\;\langle p^2\rangle=Z^2,\qquad \langle p^4\rangle=5Z^4.\;}
\end{equation}

Both values can be checked in position space. Since $\nabla\psi=-Z\hat{\mathbf r}\psi$,
\begin{equation}
\langle p^2\rangle=\int|\nabla\psi|^2d^3x=Z^2 .
\end{equation}
For the fourth moment, $\nabla^2\psi=(Z^2-2Z/r)\psi$. There is no delta function at the nucleus, because the flux $4\pi r^2\psi'(r)$ through a small sphere vanishes as $r\to0$. With
\begin{equation}
\left\langle\frac1r\right\rangle=4Z^3\int_0^\infty re^{-2Zr}dr=Z,\qquad
\left\langle\frac1{r^2}\right\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2,
\end{equation}
one finds
\begin{equation}
\langle p^4\rangle=\int|\nabla^2\psi|^2d^3x
=Z^4-4Z^3(Z)+4Z^2(2Z^2)=5Z^4 .
\end{equation}

\section{Why the reading stops at fourth order}

One more round of the integrations behind \eqref{eq:bound} shows that
\begin{equation}
g(x)=\frac{\sin x}{x}-1+\frac{x^2}{6}-\frac{x^4}{120}
\quad\text{obeys}\quad -\frac{x^6}{5040}\leq g(x)\leq0 .
\end{equation}
If $\langle p^6\rangle$ were finite, the remainder of $B$ after the $r^4$ term would be at most $\langle p^6\rangle r^6/5040$ in magnitude. The term $-s^5/45$ is larger than this at sufficiently small $r$. The expansion itself therefore shows that $\langle p^6\rangle$ diverges.

The $s^6$ coefficient exists, but it is not a moment. Reading it as $-\langle p^6\rangle/5040$ would give $-35Z^6$, a negative mean for a positive quantity.

The $r^5$ term can be obtained directly from the high-momentum tail
\begin{equation}
I(p)\simeq\frac{C}{p^6},\qquad C=\frac{32Z^5}{\pi}.
\end{equation}
The remainder after fourth order is $\int_0^\infty I(p)g(pr)\,dp$. Substituting $p=x/r$ gives
\begin{equation}
\int_0^\infty I(p)g(pr)\,dp
=r^5\int_0^\infty C\,\frac{x^2}{(x^2+Z^2r^2)^4}\,g(x)\,dx .
\end{equation}
As $r\to0$ the fraction rises to $x^{-6}$, which also bounds it. The function $|g|x^{-6}$ is bounded near zero and falls as $x^{-2}$ at infinity, so the limit may be taken inside the integral. The coefficient of $r^5$ is $C\int_0^\infty gx^{-6}dx$.

To evaluate it, let $h=xg=\sin x-x+x^3/6-x^5/120$ and integrate by parts six times. At the $j$th stage, $j=0,\ldots,5$, the boundary term is proportional to $h^{(j)}x^{-(6-j)}$. It vanishes as $x$ near zero and as $1/x$ at infinity. The successive denominators are $6,5,4,3,2,1$, and $h^{(6)}=-\sin x$, so
\begin{equation}
\int_0^\infty\frac{g(x)}{x^6}dx=\int_0^\infty\frac{h(x)}{x^7}dx
=-\frac1{720}\int_0^\infty\frac{\sin x}{x}dx=-\frac{\pi}{1440}.
\end{equation}
Multiplication by $C$ gives $-Z^5/45$, in agreement with \eqref{eq:series}.

\section{The nuclear cusp}

The tail has its origin at the nucleus, where $\psi=\psi(0)(1-Zr+\cdots)$ has a cusp. Set $u=r\psi$ in \eqref{eq:sine}. Since $u(0)=0$ and $u$ and its derivatives vanish at infinity, three integrations by parts give
\begin{equation}
\int_0^\infty u\sin(pr)\,dr=-\frac{u''(0)}{p^3}-\frac1{p^3}\int_0^\infty u'''\cos(pr)\,dr .
\end{equation}
The last integral tends to zero at large $p$. Because $u''(0)=2\psi'(0)=-2Z\psi(0)$,
\begin{equation}
\phi(p)\simeq\sqrt{\frac2\pi}\,\frac{2Z\psi(0)}{p^4}
=\frac{2\sqrt2}{\pi}\frac{Z^{5/2}}{p^4},
\end{equation}
which is the large-$p$ form of \eqref{eq:I}. The slope at the nucleus thus fixes the $p^{-4}$ tail of $\phi$, and through it the $r^5$ term of $B$.

A function without a cusp provides a control. Take $f=(1+r)e^{-r}=1-r^2/2+\cdots$, unnormalized. Then $\nabla^2f=(r-3)e^{-r}$, whose radial derivative is $(4-r)e^{-r}$, and
\begin{equation}
\langle p^6\rangle=\frac{\int_0^\infty r^2(4-r)^2e^{-2r}dr}{\int_0^\infty r^2(1+r)^2e^{-2r}dr}
=\frac{4-3+\frac34}{\frac14+\frac34+\frac34}=1 .
\end{equation}
The symbolic expansion of its autocorrelation has no $r^5$ or $r^7$ term, and its $r^6$ coefficient is $-1/5040$. Here the sixth-order coefficient is a true moment.

Within this nonrelativistic model the divergence comes from the point nucleus: if the nuclear charge is spread over a small sphere, the cusp is rounded off and $\langle p^6\rangle$ is finite. Momenta for which the electron's speed approaches that of light lie outside the model. For $Z=2$ and a uniform sphere of radius $R=4.1\times10^{-5}$ bohr, about the size of a helium nucleus, the finite value is $\langle p^6\rangle\approx1.5\times10^7$. It scales as $1/R$ and is set by momenta of order $1/R\approx180\,mc$, so it is not a physical property of the ion.

\section{Worked example: the He$^+$ ion}

For this ion $Z=2$. All values below refer to the nonrelativistic model with a fixed point nucleus. At $r=0.5$ bohr, $s=1$ and
\begin{equation}
B=e^{-1}\left(1+1+\tfrac13\right)=0.8584 .
\end{equation}
Direct integration of the overlap and integration over the momentum density both give this value. The series through $r^4$ gives
\begin{equation}
1-\frac{4(0.5)^2}{6}+\frac{80(0.5)^4}{120}=0.8750,
\end{equation}
too large by $1.9\%$ of $B$. At $r=1$ bohr the truncated series gives $1.000$ against the true $0.5865$, and at $r=2$ bohr it gives $9.000$, which violates $|B|\leq1$. The moments describe only the beginning of the curve.

The second moment is $\langle p^2\rangle=4$, so the kinetic energy is $\langle p^2\rangle/2=2$ hartree, or $54.42$ eV. The fourth moment is $\langle p^4\rangle=5\cdot2^4=80$. This value belongs to the nonrelativistic model. For the Dirac 1s state of a point nucleus, the integral of $p^4I(p)$ up to a cutoff $P$ does not settle: it is $77$, $84$ and $124$ at $P=10^2$, $10^3$ and $10^4$.

Suppose now that the moments are to be read from values of $B$ at small $r$. Equation \eqref{eq:series} predicts
\begin{align}
\frac{6(1-B)}{r^2}&=4-4r^2+\cdots,\\
\frac{120}{r^4}\left(B-1+\frac{4r^2}{6}\right)&=80-85.33\,r+\cdots .
\end{align}
The second estimate assumes that $\langle p^2\rangle=4$ is already known. The directly integrated overlap gives:

\begin{center}
\begin{tabular}{ccc}
$r$ (bohr) & estimate of $\langle p^2\rangle$ & estimate of $\langle p^4\rangle$\\
0.20 & 3.870 & 64.89\\
0.10 & 3.964 & 71.98\\
0.05 & 3.991 & 75.86
\end{tabular}
\end{center}

At $r=0.05$ bohr the second moment is low by $0.24\%$ of its true value, and the fourth by $5.2\%$. Halving $r$ from $0.10$ to $0.05$ bohr reduces the first error by a factor of $3.80$. The factor is below $4$ because the $r^5$ term of $B$ adds a positive $r^3$ correction to the estimate. The error of the fourth moment is roughly halved, as a linear error should be. Its slope, extrapolated to $r=0$, is $-85.22$, against $-85.33$ from the $r^5$ coefficient.

Smaller $r$ reduces this systematic error but magnifies any error $\delta$ in $B$. The two estimates change by $6\delta/r^2$ and $120\delta/r^4$ in magnitude. At $r=0.05$ bohr these are $2400\,\delta$ and about $1.9\times10^7\,\delta$, so the fourth moment demands far more accurate data. An error $\epsilon$ in the assumed $\langle p^2\rangle$ shifts the second estimate by $20\epsilon/r^2$, which is $8000\,\epsilon$ at $r=0.05$ bohr. For the real ion this matters. The reduced mass alone gives $\langle p^2\rangle=3.9989$, and the Dirac equation alone gives $4.0017$. If the value $4$ is still assumed, the entry $75.86$ becomes $84.6$ and $63.0$ respectively.

The divergence of the sixth moment appears when $p^6I(p)$ is integrated up to a cutoff $P$. The integral is $10928$ at $P=40$ and $23901$ at $P=80$. The mean slope is
\begin{equation}
\frac{23901-10928}{40}=324.3,
\end{equation}
close to the tail constant $C=32\cdot2^5/\pi=325.9$. The small deficit follows from the next term of the tail, $p^6I\simeq C(1-4Z^2/p^2)$, whose average over this interval lowers the slope by $0.5\%$. These cutoffs correspond to $p/mc=0.29$ and $0.58$, so the numbers describe the model and not the real ion. The Dirac 1s density gives $11042$ and $24733$, a mean slope of $342$. Within the nonrelativistic model the integral grows linearly without limit, whereas the misread $r^6$ coefficient would have given $-35\cdot2^6=-2240$. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
He+ 1s, nuclear charge Z = 2
B(r), dimensionless; r in bohr
r      overlap     momentum    formula     series to r^4
0.10   0.9933933   0.9933933   0.9933933   0.9934000
0.25   0.9603402   0.9603402   0.9603402   0.9609375
0.50   0.8583854   0.8583854   0.8583854   0.8750000
1.00   0.5864529   0.5864529   0.5864529   1.0000000
2.00   0.1892616   0.1892616   0.1892616   9.0000000
Series coefficients of B in s = Z r (dimensionless):
  s^0: 1
  s^1: 0
  s^2: -1/6
  s^3: 0
  s^4: 1/24
  s^5: -1/45
  s^6: 1/144
  s^7: -1/630
<p^2> by momentum quadrature = 4.000000 a.u.
<p^4> by momentum quadrature = 80.00000 a.u.
kinetic energy = 2.000000 hartree = 54.4228 eV
Moments read from the overlap at small r (r in bohr, a.u.):
r       6(1-B)/r^2   120(B-1+<p^2>r^2/6)/r^4
0.20     3.87023      64.8850
0.10     3.96401      71.9765
0.05     3.99052      75.8637
error ratio of <p^2> estimate, r=0.1 to 0.05: 3.795
slope of <p^4> estimate as r->0: -85.22 a.u.
slope from r^5 coefficient: -85.33 a.u.
tail constant C of I(p) -> C/p^6: 325.9493 a.u.
tail integral (dimensionless): -0.002181662
r^5 coefficient of B: -0.711111 bohr^-5
Integral of p^6 I(p) up to cutoff P (both a.u.):
  P = 10: 1524.42
  P = 20: 4537.60
  P = 40: 10928.08
  P = 80: 23901.10
false <p^6> from r^6 coefficient: -2240.0 a.u.
Cuspless control (1+r)exp(-r), a.u.:
  coefficients r^5, r^6, r^7: 0, -1/5040, 0
  <p^6> from derivatives: 1
\end{verbatim}
